# Effective Diffusivity of Dopants in Equilibrium with Immobile Clusters: verification in Python

```python
"""
Result under test: mobile dopant monomers (density c1, diffusivity D1) in local
equilibrium with immobile m-atom clusters (cluster density cm = K*c1**m) give a
total dopant C = c1 + m*cm that diffuses with
        D_eff = D1 / (1 + m**2 * r),     r = cm/c1.
Other symbols: kd cluster dissolution rate, n electron density, ni intrinsic
density, s = dln(n)/dln(c1), f fraction of dopant atoms held in clusters.
Units inside the program: density 1e20 cm^-3, length nm, time s.
1 nm^2/s = 1e-14 cm^2/s.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, cumulative_trapezoid, quad
from scipy.optimize import brentq
from scipy.special import erfc

# ---------- chosen, rough parameters: arsenic in silicon near 1000 C ----------
m = 4
c1_peak, cm_peak = 2.0, 0.2
D1 = 4.0
ni = 0.1
kd_fast, kd_slow = 1.0, 1.0e-4
layer, edge, anneal = 50.0, 5.0, 300.0
mark = 0.1
T = 1273.15
dos_mass = 1.08
K = cm_peak / c1_peak**m
r = cm_peak / c1_peak
C_peak = c1_peak + m * cm_peak
f = m * cm_peak / C_peak
D_eff = D1 / (1 + m**2 * r)
D_tracer = D1 / (1 + m * r)

# ---------- derivative of monomer with respect to total, by root finding ------
worst_derivative = 0.0
for size in (2, 3, 4, 6):
    for K_try in (0.003, 0.05, 0.7):
        for total in (0.5, 1.5, 3.0):
            def monomer(C):
                return brentq(lambda c: c + size * K_try * c**size - C,
                              0.0, C, xtol=1e-14, rtol=1e-14)
            step = 1e-4 * total
            slope = (monomer(total + step) - monomer(total - step)) / (2 * step)
            c = monomer(total)
            by_ratio = 1 / (1 + size**2 * K_try * c**(size - 1))
            frac = 1 - c / total
            by_fraction = (1 - frac) / (1 + (size - 1) * frac)
            worst_derivative = max(worst_derivative, abs(slope / by_ratio - 1),
                                   abs(slope / by_fraction - 1))
assert worst_derivative < 1e-6


# ---------- linearized kinetics: decay rates of a ripple ----------------------
def decay_rates(q, kd):
    matrix = np.array([[D1 * q**2 + m**2 * kd * r, -m * kd],
                       [-m * kd * r, kd]])
    return np.sort(np.linalg.eigvals(matrix).real)


def tracer_rates(q, kd):
    matrix = np.array([[D1 * q**2 + m * kd * r, -kd],
                       [-m * kd * r, kd]])
    return np.sort(np.linalg.eigvals(matrix).real)


q_small = 1e-3
D_from_ripple = decay_rates(q_small, kd_fast)[0] / q_small**2
D_from_tracer = tracer_rates(q_small, kd_fast)[0] / q_small**2
assert abs(D_from_ripple / D_eff - 1) < 1e-4
assert abs(D_from_tracer / D_tracer - 1) < 1e-4
relaxation = decay_rates(0.0, kd_fast)[1]
assert abs(relaxation / (kd_fast * (1 + m**2 * r)) - 1) < 1e-10
q_layer = np.pi / (2 * layer)
for kd in (0.01, kd_fast):
    lam = decay_rates(q_layer, kd)[0]
    right_side = lam * (1 + m**2 * r * kd / (kd - lam))
    assert abs(right_side / (D1 * q_layer**2) - 1) < 1e-8
lam_layer = decay_rates(q_layer, kd_fast)[0]

# ---------- nonlinear profiles ------------------------------------------------
dx = 1.0
x = (np.arange(300) + 0.5) * dx
C_start = 0.5 * C_peak * erfc((x - layer) / edge)
c1_table = np.linspace(0.0, 1.1 * c1_peak, 4001)
C_table = c1_table + m * K * c1_table**m


def minus_divergence(potential):
    """Second difference of a flux potential with closed ends."""
    flux = np.zeros(len(x) + 1)
    flux[1:-1] = -np.diff(potential) / dx
    return -np.diff(flux) / dx


def one_equation(totals, potentials):
    """Evolve C when the flux is minus the gradient of potential(C)."""
    def rhs(t, C):
        return minus_divergence(np.interp(C, totals, potentials))
    run = solve_ivp(rhs, (0, anneal), C_start, method="LSODA", t_eval=[anneal],
                    rtol=1e-6, atol=1e-8, lband=1, uband=1)
    assert run.success
    return run.y[:, -1]


def two_species(kd):
    """Evolve monomers and clusters with explicit reaction kinetics."""
    y0 = np.empty(2 * len(x))
    y0[0::2] = np.interp(C_start, C_table, c1_table)
    y0[1::2] = (C_start - y0[0::2]) / m

    def rhs(t, y):
        mono, clus = y[0::2], y[1::2]
        rate = kd * (K * mono**m - clus)
        out = np.empty_like(y)
        out[0::2] = minus_divergence(D1 * mono) - m * rate
        out[1::2] = rate
        return out
    run = solve_ivp(rhs, (0, anneal), y0, method="LSODA", t_eval=[anneal],
                    rtol=1e-6, atol=1e-8, lband=2, uband=2)
    assert run.success
    return run.y[0::2, -1] + m * run.y[1::2, -1]


def depth(C):
    return np.interp(-mark, -C, x)


r_table = K * c1_table**(m - 1)
pot_right = cumulative_trapezoid(D1 / (1 + m**2 * r_table), C_table, initial=0)
pot_wrong = cumulative_trapezoid(D1 / (1 + m * r_table), C_table, initial=0)
C_right = one_equation(C_table, pot_right)
C_wrong = one_equation(C_table, pot_wrong)
C_free = one_equation(C_table, D1 * C_table)
C_fast = two_species(kd_fast)
C_slow = two_species(kd_slow)
err_right = np.max(np.abs(C_right - C_fast)) / C_peak
err_wrong = np.max(np.abs(C_wrong - C_fast)) / C_peak
err_slow = np.max(np.abs(C_right - C_slow)) / C_peak
assert err_right < 0.01
assert err_wrong > 5 * err_right
assert err_slow > 5 * err_right
assert depth(C_right) < depth(C_free)


# ---------- charged donors: Fermi level, field, electrons in clusters ---------
def electrons(net_donors):
    return 0.5 * (net_donors + np.sqrt(net_donors**2 + 4 * ni**2))


def charged_model(c1, neutral):
    """Return total dopant, electron density and cluster density."""
    if neutral:
        n = electrons(c1)
        cm = cm_peak * (c1 * n / (c1_peak * electrons(c1_peak)))**m
    else:
        cm = K * c1**m
        n = electrons(c1 + m * cm)
    return c1 + m * cm, n, cm


charged = {}
for neutral in (False, True):
    C0, n0, cm0 = charged_model(c1_peak, neutral)
    if neutral:
        s = c1_peak / np.sqrt(c1_peak**2 + 4 * ni**2)
        denominator = 1 + m**2 * (1 + s) * r
    else:
        s = (c1_peak + m**2 * cm0) / np.sqrt(C0**2 + 4 * ni**2)
        denominator = 1 + m**2 * r
    h = 1e-5
    Cp, n_p, _ = charged_model(c1_peak + h, neutral)
    Cm, n_m, _ = charged_model(c1_peak - h, neutral)
    product_change = (c1_peak + h) * n_p - (c1_peak - h) * n_m
    numeric = product_change / (Cp - Cm) / n0
    assert abs(numeric / ((1 + s) / denominator) - 1) < 1e-6
    # monomer coefficient relative to the intrinsic diffusivity d
    boost_peak = n0 / ni * (1 + s)
    _, n_up, _ = charged_model(ni + h, neutral)
    _, n_dn, _ = charged_model(ni - h, neutral)
    boost_tail = ((ni + h) * n_up - (ni - h) * n_dn) / (2 * h) / ni
    totals, n_tab, _ = charged_model(c1_table, neutral)
    profile = one_equation(totals, D1 / boost_peak * c1_table * n_tab / ni)
    charged[neutral] = dict(n=n0, s=s, den=denominator, d=D1 / boost_peak,
                            fall=boost_peak / boost_tail, depth=depth(profile))
    assert charged[neutral]["depth"] < depth(C_right)

# ---------- electron degeneracy at the peak -----------------------------------
mass = dos_mass * const.m_e
Nc = 2 * (2 * np.pi * mass * const.k * T / const.h**2)**1.5 * 1e-6 / 1e20


def fermi_half(eta):
    value = quad(lambda u: u**2 / (1 + np.exp(u**2 - eta)), 0, 12)[0]
    return 4 / np.sqrt(np.pi) * value


def fermi_minus_half(eta):
    value = quad(lambda u: 1 / (1 + np.exp(u**2 - eta)), 0, 12)[0]
    return 2 / np.sqrt(np.pi) * value


n_ref = charged[True]["n"]
eta = brentq(lambda e: fermi_half(e) - n_ref / Nc, -10, 10)
degeneracy = fermi_half(eta) / fermi_minus_half(eta)
numeric_slope = (np.log(fermi_half(eta + 1e-3))
                 - np.log(fermi_half(eta - 1e-3))) / 2e-3
assert abs(degeneracy * numeric_slope - 1) < 1e-5
s_ref = charged[True]["s"]
field_change = (1 + degeneracy * s_ref) / (1 + s_ref)

# ---------- printed numbers ---------------------------------------------------
print("INPUTS (rough or chosen)")
print(f"atoms per cluster m                    {m}")
print(f"temperature                            {T:.2f} K")
print(f"peak monomer density c1                {c1_peak*1e20:.2e} cm^-3")
print(f"peak cluster density cm                {cm_peak*1e20:.2e} cm^-3")
print(f"monomer diffusivity D1                 {D1:.2f} nm^2/s")
print(f"intrinsic density ni                   {ni*1e20:.1e} cm^-3")
print(f"dissolution rate kd, fast              {kd_fast:.1f} 1/s")
print(f"dissolution rate kd, slow              {kd_slow:.1e} 1/s")
print(f"layer thickness                        {layer:.0f} nm")
print(f"initial edge width (erfc)              {edge:.0f} nm")
print(f"anneal time                            {anneal:.0f} s")
print("LOCAL RESULTS AT THE PEAK")
print(f"total dopant C                         {C_peak*1e20:.2e} cm^-3")
print(f"ratio r = cm/c1                        {r:.3f}")
print(f"clustered atom fraction f              {f:.4f}")
print(f"denominator 1+m^2 r                    {1+m**2*r:.3f}")
print(f"D_eff                                  {D_eff:.4f} nm^2/s")
print(f"D_eff                                  {D_eff*1e-14:.3e} cm^2/s")
print(f"D_eff from ripple decay                {D_from_ripple:.4f} nm^2/s")
print(f"tracer diffusivity                     {D_tracer:.4f} nm^2/s")
print(f"tracer value from kinetics             {D_from_tracer:.4f} nm^2/s")
print(f"largest relative derivative error      {worst_derivative:.1e}")
print(f"uniform relaxation rate                {relaxation:.3f} 1/s")
print(f"ripple wavenumber pi/(2*layer)         {q_layer:.5f} 1/nm")
print(f"ripple decay rate                      {lam_layer:.3e} 1/s")
print("PROFILES: depth where total = 1e19 cm^-3")
print(f"before anneal                          {depth(C_start):.1f} nm")
print(f"no clustering, same D1                 {depth(C_free):.1f} nm")
print(f"D_eff law with m^2                     {depth(C_right):.1f} nm")
print(f"two-species kinetics, fast             {depth(C_fast):.1f} nm")
print(f"wrong law with m                       {depth(C_wrong):.1f} nm")
print(f"two-species kinetics, slow             {depth(C_slow):.1f} nm")
print("LARGEST PROFILE DIFFERENCE, % of initial peak")
print(f"m^2 law against fast kinetics          {100*err_right:.3f} %")
print(f"wrong m law against fast kinetics      {100*err_wrong:.2f} %")
print(f"m^2 law against slow kinetics          {100*err_slow:.2f} %")
print("NEGLECTED EFFECTS")
for neutral, name in ((False, "charged clusters"), (True, "neutral clusters")):
    case = charged[neutral]
    print(f"{name}: electron density     {case['n']*1e20:.3e} cm^-3")
    print(f"{name}: s                    {case['s']:.3f}")
    print(f"{name}: denominator          {case['den']:.3f}")
    print(f"{name}: D1/denominator       {D1/case['den']:.4f} nm^2/s")
    print(f"{name}: intrinsic d          {case['d']:.4f} nm^2/s")
    print(f"{name}: D1(peak)/D1(c1=ni)   {case['fall']:.1f}")
    print(f"{name}: depth                {case['depth']:.1f} nm")
print(f"density-of-states mass (rough)         {dos_mass:.2f} m_e")
print(f"conduction-band density Nc             {Nc*1e20:.2e} cm^-3")
print(f"degeneracy factor dEF/(kT dln n)       {degeneracy:.3f}")
print(f"resulting factor on 1+s                {field_change:.3f}")
print("all good")
```

It prints:

```
INPUTS (rough or chosen)
atoms per cluster m                    4
temperature                            1273.15 K
peak monomer density c1                2.00e+20 cm^-3
peak cluster density cm                2.00e+19 cm^-3
monomer diffusivity D1                 4.00 nm^2/s
intrinsic density ni                   1.0e+19 cm^-3
dissolution rate kd, fast              1.0 1/s
dissolution rate kd, slow              1.0e-04 1/s
layer thickness                        50 nm
initial edge width (erfc)              5 nm
anneal time                            300 s
LOCAL RESULTS AT THE PEAK
total dopant C                         2.80e+20 cm^-3
ratio r = cm/c1                        0.100
clustered atom fraction f              0.2857
denominator 1+m^2 r                    2.600
D_eff                                  1.5385 nm^2/s
D_eff                                  1.538e-14 cm^2/s
D_eff from ripple decay                1.5385 nm^2/s
tracer diffusivity                     2.8571 nm^2/s
tracer value from kinetics             2.8571 nm^2/s
largest relative derivative error      6.6e-09
uniform relaxation rate                2.600 1/s
ripple wavenumber pi/(2*layer)         0.03142 1/nm
ripple decay rate                      1.517e-03 1/s
PROFILES: depth where total = 1e19 cm^-3
before anneal                          56.4 nm
no clustering, same D1                 138.5 nm
D_eff law with m^2                     134.2 nm
two-species kinetics, fast             134.2 nm
wrong law with m                       137.1 nm
two-species kinetics, slow             131.8 nm
LARGEST PROFILE DIFFERENCE, % of initial peak
m^2 law against fast kinetics          0.013 %
wrong m law against fast kinetics      9.13 %
m^2 law against slow kinetics          14.14 %
NEGLECTED EFFECTS
charged clusters: electron density     2.804e+20 cm^-3
charged clusters: s                    1.852
charged clusters: denominator          2.600
charged clusters: D1/denominator       1.5385 nm^2/s
charged clusters: intrinsic d          0.0500 nm^2/s
charged clusters: D1(peak)/D1(c1=ni)   34.1
charged clusters: depth                82.4 nm
neutral clusters: electron density     2.005e+20 cm^-3
neutral clusters: s                    0.995
neutral clusters: denominator          4.192
neutral clusters: D1/denominator       0.9542 nm^2/s
neutral clusters: intrinsic d          0.1000 nm^2/s
neutral clusters: D1(peak)/D1(c1=ni)   17.1
neutral clusters: depth                94.2 nm
density-of-states mass (rough)         1.08 m_e
conduction-band density Nc             2.46e+20 cm^-3
degeneracy factor dEF/(kT dln n)       1.282
resulting factor on 1+s                1.140
all good
```
